# Born, Fluctuation and Kinetic Elastic Terms and Their Zero-Temperature Limit

## Result

Take \(N\) classical particles in a periodic cell of volume \(V\), in the canonical ensemble with \(\beta=1/kT\), potential energy \(U\) and free energy \(A\). Under a homogeneous Lagrangian strain \(\eta\), the isothermal constants \(C_{ijkl}=V^{-1}\partial^2A/\partial\eta_{ij}\partial\eta_{kl}\) at \(\eta=0\) are
\[
C_{ijkl}=\langle C^B_{ijkl}\rangle-\frac{\beta}{V}\,\mathrm{Cov}(W_{ij},W_{kl})+\frac{NkT}{V}\Delta_{ijkl}.\tag{1}
\]
Here \(\Delta_{ijkl}=\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}\), \(W=\partial U/\partial\eta\) is the virial and \(VC^B=\partial^2U/\partial\eta\,\partial\eta\) the Born term, both taken with the atoms carried along affinely. If the system settles into one non-degenerate minimum as \(T\to0\),
\[
\frac{\beta}{V}\mathrm{Cov}(W,W)=\frac1V\,\Xi^{T}H^{+}\Xi+O(T),\tag{2}
\]
with \(H=\partial^2U/\partial u\,\partial u\) the Hessian in the atomic displacements, \(H^+\) its pseudo-inverse, and \(\Xi=\partial^2U/\partial u\,\partial\eta\). The first term on the right is the matrix that internal relaxation subtracts from the static Born constants; it is positive semidefinite, so it cannot raise the stiffness along any strain direction, though an off-diagonal constant such as \(C_{12}\) may rise. Equation (2) fails when several minima have equal energy but unequal stress, and both equations omit zero-point motion.

## Conventions

A deformation \(F\) maps each reference position \(\mathbf s\), and the cell vectors, to \(\mathbf r=F\mathbf s\). The strain is \(\eta=(F^TF-1)/2\) and the volume ratio is \(J=\det F\), so \(J^2=\det(1+2\eta)\). The potential is invariant under translations and rotations, so it depends on scalar products of separation vectors. These transform as \(F\mathbf d\cdot F\mathbf d'=\mathbf d^T(1+2\eta)\mathbf d'\), and \(U=U(\mathbf s,\eta)\) sees \(F\) through \(\eta\) alone. Equation (1) is derived for \(U\) twice continuously differentiable, and a jump in slope at a cutoff adds a delta function to \(C^B\), as described below; four continuous derivatives near the minimum are sufficient for the \(O(T)\) remainder in (2), and with only three it can fall more slowly, as \(T^{3/4}\) for a term \(|u|^{7/2}\) in \(U\).

Derivatives with respect to the symmetric tensor are fixed by \(A=A_0+V\sigma_{ij}\eta_{ij}+\tfrac12VC_{ijkl}\eta_{ij}\eta_{kl}+\dots\), with tension positive. In Voigt form \(\eta_I=(\eta_{11},\eta_{22},\eta_{33},2\eta_{23},2\eta_{13},2\eta_{12})\). Since \(\eta_{ij}\Delta_{ijkl}\eta_{kl}=2\,\mathrm{tr}\,\eta^2=2(\eta_1^2+\eta_2^2+\eta_3^2)+\eta_4^2+\eta_5^2+\eta_6^2\), \(\Delta\) is \(\mathrm{diag}(2,2,2,1,1,1)\). Units are eV, Å, K and GPa.

## Differentiating the free energy

The integral over Cartesian momenta does not depend on strain. The configurational integral runs over the deformed cell, whose boundary moves. The substitution \(\mathbf r_n=F\mathbf s_n\) fixes the boundary at the cost of one factor \(J\) per particle:
\[
A=-kT\ln Z_s-NkT\ln J+\text{const},\qquad Z_s=\int d^{3N}s\,e^{-\beta U(s,\eta)}.
\]
With a fixed domain, derivatives pass under the integral. Write \(\partial_I=\partial/\partial\eta_I\). Then \(\partial_IZ_s=-\beta\int W_Ie^{-\beta U}\), so
\[
\partial_I(-kT\ln Z_s)=\frac{1}{Z_s}\int W_I\,e^{-\beta U}=\langle W_I\rangle .
\]
The second derivative acts in three places. On \(W_I\) it gives \(\langle\partial_I\partial_JU\rangle\). On the Boltzmann factor it gives \(-\beta\langle W_IW_J\rangle\). On \(1/Z_s\) it gives \(-\partial_JZ_s/Z_s=+\beta\langle W_J\rangle\), multiplied by \(\langle W_I\rangle\). Together,
\[
\partial_I\partial_J(-kT\ln Z_s)=V\langle C^B_{IJ}\rangle-\beta\big(\langle W_IW_J\rangle-\langle W_I\rangle\langle W_J\rangle\big).
\]
A covariance matrix is positive semidefinite, so at any temperature the fluctuation term cannot raise the stiffness \(\eta_IC_{IJ}\eta_J\) along any strain direction. The Born term strains every configuration affinely with its statistical weight held fixed, whereas the equilibrium distribution also shifts its weight toward configurations whose energy the strain lowers. The covariance measures that shift.

For the Jacobian, \(\ln\det M=\mathrm{tr}\ln M\) and \(\ln(1+x)=x-x^2/2+\dots\) give
\[
\ln J=\tfrac12\,\mathrm{tr}\ln(1+2\eta)=\tfrac12\big(2\,\mathrm{tr}\,\eta-2\,\mathrm{tr}\,\eta^2+\dots\big),
\]
\[
-NkT\ln J=-NkT\,\mathrm{tr}\,\eta+\tfrac12NkT\,\eta\Delta\eta+\dots
\]
The linear part gives the stress \(\sigma_{ij}=(\langle W_{ij}\rangle-NkT\delta_{ij})/V\), whose last term is the ideal-gas pressure. The quadratic part gives the kinetic term, and (1) is complete.

If the centre of mass is held fixed, the integral runs over \(N-1\) relative vectors. Each brings one factor \(J\), and \(N\) becomes \(N-1\) in the stress and in (1). The averages of \(W\) and \(C^B\) are unchanged, because they depend on relative vectors alone.

## The coefficient of the kinetic term

The same term appears with coefficient 2 when the fluctuating stress includes momenta. Transform momenta canonically, \(\mathbf p=F^{-T}\boldsymbol\pi\). The momentum Jacobian \(J^{-1}\) cancels \(J\), and the strain moves into the kinetic energy. For one particle of mass \(m\),
\[
K=\frac{\boldsymbol\pi^T(1+2\eta)^{-1}\boldsymbol\pi}{2m}=K_0-\frac{\boldsymbol\pi^T\eta\,\boldsymbol\pi}{m}+\frac{2\,\boldsymbol\pi^T\eta^2\boldsymbol\pi}{m}-\dots,
\]
from \((1+2\eta)^{-1}=1-2\eta+4\eta^2-\dots\). The differentiation above now applies to \(K+U\). With \(\langle\pi_i\pi_j\rangle=mkT\delta_{ij}\), the quadratic term averages to \(2kT\,\mathrm{tr}\,\eta^2=\tfrac12\eta(2kT\Delta)\eta\), so \(\langle\partial\partial K\rangle=2kT\Delta\). For the linear term, Gaussian pairing gives \(\langle\pi_i\pi_j\pi_k\pi_l\rangle=(mkT)^2(\delta_{ij}\delta_{kl}+\Delta_{ijkl})\). Subtracting the product of means removes \(\delta_{ij}\delta_{kl}\), so \(\beta\,\mathrm{Cov}(\partial K,\partial K)=kT\Delta\). Momenta of different particles, and momenta and positions, are independent in the classical canonical ensemble, so no cross terms arise. With \(W^{\rm tot}_{ij}=W_{ij}-\sum_n\pi_{ni}\pi_{nj}/m_n\),
\[
C=\langle C^B\rangle-\frac{\beta}{V}\mathrm{Cov}(W^{\rm tot},W^{\rm tot})+\frac{2NkT}{V}\Delta .
\]
The covariance now contains an extra \(NkT\Delta/V\), and \(2-1=1\) restores (1).

## The Born term for an embedding potential

A separation \(\mathbf d\) of length \(r\) obeys \(r^2(\eta)=r^2+2w_I\eta_I\) exactly, with \(w=(x^2,y^2,z^2,yz,xz,xy)\) built from the components of \(\mathbf d\). Differentiating, \(2r\,\partial_Ir=2w_I\), so \(\partial_Ir=w_I/r\). Because \(w\) is a reference quantity, \(\partial_I\partial_Jr=-w_I\,\partial_Jr/r^2=-w_Iw_J/r^3\). Any function \(f(r)\) then has
\[
\partial_If=f'\frac{w_I}{r},\qquad\partial_I\partial_Jf=\Big(f''-\frac{f'}{r}\Big)\frac{w_Iw_J}{r^2}.
\]
Let \(U=\sum_n[\sum_{m}v(r_{nm})+\Phi(\rho_n)]\) with \(\rho_n=\sum_mg(r_{nm})\), where \(m\) runs over all neighbours including images, so that each bond occurs from both ends. The chain rule gives \(\partial_I\partial_J\Phi=\Phi'\partial_I\partial_J\rho+\Phi''\partial_I\rho\,\partial_J\rho\). With \(\phi'=v'+\Phi'_ng'\) and \(\phi''=v''+\Phi'_ng''\),
\[
W_I=\sum_{n,m}\phi'\frac{w_I}{r},\qquad
VC^B_{IJ}=\sum_{n,m}\Big(\phi''-\frac{\phi'}{r}\Big)\frac{w_Iw_J}{r^2}+\sum_n\Phi''_n\,\partial_I\rho_n\,\partial_J\rho_n,
\]
and \(\partial_I\rho_n=\sum_mg'w_I/r\). If a fitted function has a slope \(f'(r_c^-)\neq0\) at its cutoff, \(f'\) jumps to zero there and \(f''\) contains \(-f'(r_c^-)\,\delta(r-r_c)\). This contributes to \(\langle C^B\rangle\) when thermal motion carries pairs across \(r_c\), and a sum over sampled configurations does not register it.

## Stress–strain coefficients

The tensor \(C\) is a curvature of \(A\). The slope of the Cauchy stress differs from it when the reference state is stressed. Let \(S=V^{-1}\partial A/\partial\eta\) at finite strain, with \(V\) the reference volume. A further deformation has rate \(D=\mathrm{sym}(dF\,F^{-1})\), and \(d\eta=\tfrac12(dF^TF+F^TdF)=F^TDF\). Equating \(dA=V\,\mathrm{tr}(S\,d\eta)=V\,\mathrm{tr}(FSF^TD)\) to the work \(VJ\,\mathrm{tr}(\sigma D)\) gives \(\sigma=FSF^T/J\). For \(F=1+\epsilon\) with small symmetric \(\epsilon\), to first order \(\eta=\epsilon\), \(S=\sigma+C\epsilon\) and \(1/J=1-\mathrm{tr}\,\epsilon\), so
\[
\delta\sigma=C\epsilon+\epsilon\sigma+\sigma\epsilon-\sigma\,\mathrm{tr}\,\epsilon\equiv B\epsilon.\tag{3}
\]
For diagonal \(\sigma\), a strain \(\epsilon_1\) gives \(B_{11}=C_{11}+2\sigma_1-\sigma_1\) and \(B_{31}=C_{13}-\sigma_3\), a strain \(\epsilon_3\) gives \(B_{13}=C_{13}-\sigma_1\), and a shear \(\epsilon_{23}=\epsilon_4/2\) gives \(B_{44}=C_{44}+(\sigma_2+\sigma_3)/2\). Thus \(B_{13}\ne B_{31}\) when \(\sigma_1\neq\sigma_3\).

## Static relaxation

Let \(\mathbf s^0\) be a minimum of \(U\) at \(\eta=0\), stressed or not, and let \(u=\mathbf s-\mathbf s^0\) be the \(3N\) displacements in the reference frame. Forces vanish at the minimum, so to second order
\[
U=U_0+W^0\!\cdot\eta+\tfrac12\eta\,VC^B\eta+u^T\Xi\eta+\tfrac12u^THu .
\]
The vector \(-\Xi\eta\) is the force that an affine strain leaves on the atoms. For a uniform translation \(t\), invariance of \(U\) gives \(Ht=0\), and invariance of \(W\) gives \(t^T\Xi=0\). Non-degenerate means that \(H\) is positive on the other \(3N-3\) directions. There \(H^+=\sum_\nu e_\nu e_\nu^T/\lambda_\nu\), summed over eigenvectors with \(\lambda_\nu>0\). Stationarity requires \(Hu=-\Xi\eta\), which is solvable because the right side has no translation component, and gives \(u=-H^+\Xi\eta\). On substitution the coupling term is \(-\eta\,\Xi^TH^+\Xi\,\eta\). The Hessian term is \(+\tfrac12\eta\,\Xi^TH^+\Xi\,\eta\), by \(H^+HH^+=H^+\). The sum is \(-\tfrac12\eta\,\Xi^TH^+\Xi\,\eta\), hence
\[
C^{\rm rel}=C^B-\frac1V\Xi^TH^+\Xi .\tag{4}
\]

## The limit \(T\to0\)

Translations drop out of every average of \(W\), so \(u\) is restricted to the \(3N-3\) remaining directions. Configurations outside the basin lie a finite energy above the minimum and carry exponentially small weight. Set \(u=\tau y\) with \(\tau=\sqrt{kT}\), and let \(U_3\) be the cubic term of \(U\) and \(M_I=\partial^2W_I/\partial u\,\partial u\). Since \(\partial W_I/\partial u=\Xi_I\), the \(I\)-th column of \(\Xi\),
\[
e^{-\beta(U-U_0)}=e^{-y^THy/2}\big[1-\tau U_3(y)+O(\tau^2)\big],
\]
\[
W_I-W_I^0=\tau\,\Xi_I^Ty+\tfrac12\tau^2y^TM_Iy+O(\tau^3).
\]
Averages \(\langle\cdot\rangle_0\) over the Gaussian have \(\langle yy^T\rangle_0=H^+\) and vanish for odd polynomials. The normalization is corrected first at order \(\tau^2\), as \(\langle U_3\rangle_0=0\). The covariance is collected by powers of \(\tau\).

At order \(\tau^2\) it is \(\Xi_I^T\langle yy^T\rangle_0\Xi_J=\Xi_I^TH^+\Xi_J\). At order \(\tau^3\) the terms are a linear factor times a quadratic one (degree 3) and two linear factors times \(U_3\) (degree 5). Both are odd and vanish. The means \(\langle W_I-W^0_I\rangle\) start at \(\tau^2\), so their product starts at \(\tau^4\). Multiplying by \(\beta=\tau^{-2}\) gives (2), with a remainder of order \(\tau^2=kT\). The same parity argument gives \(\langle C^B\rangle=C^B+O(T)\), and the kinetic term is linear in \(T\). Equation (1) therefore tends to (4). When \(\Xi_I\neq0\), the fluctuations of \(W_I\) shrink as \(\sqrt T\), but the prefactor \(1/kT\) keeps their contribution finite.

When \(\Xi_I=0\) the leading variance is that of \(\tfrac12\tau^2y^TM_Iy\). Of the three pairings in \(\langle y_ay_by_cy_d\rangle_0\), one cancels against the squared mean and the other two each give \(\mathrm{tr}(H^+M_IH^+M_I)\). The variance is \(\tfrac14\cdot2\,\tau^4\) times this trace, so
\[
\frac\beta V\mathrm{Var}(W_I)=\frac{kT}{2V}\,\mathrm{tr}\big(H^+M_IH^+M_I\big)+O(T^2).\tag{5}
\]

## What symmetry does to \(\Xi\)

If an atom sits at an inversion centre of the structure, displace that atom alone by \(\mathbf u\). Inversion sends \(\mathbf u\to-\mathbf u\) and leaves \(\eta\) unchanged, so \(W\) is even in \(\mathbf u\) and that atom's rows of \(\Xi\) vanish. In pure fcc every atom is such a centre, so \(C^{\rm rel}=C^B\) and the fluctuation term begins with (5).

In a supercell of \(n_c\) primitive cells, \(\Xi\) is the same for all atoms of a sublattice. \(H\) commutes with lattice translations, so \(H^+\Xi\) has the lattice period too and solves the zone-centre problem of one cell. Then \(\Xi^TH^+\Xi\) and \(V\) both scale as \(n_c\), and the correction in (4) is independent of the supercell. The trace in (5) runs over all modes of the supercell and has no such property.

For two atoms per cell, \(U\) depends on their relative displacement \(\mathbf u\), and (4) holds with the \(3\times3\) Hessian \(k\) in \(\mathbf u\). In hcp, with \(z\) along \(c\) and the second atom at \((0,a/\sqrt3,c/2)\), a threefold axis along \(z\) and the mirrors \(z\to-z\) and \(x\to-x\) map each sublattice onto itself. The mirror in \(z\) allows \(u_z\) to couple to \(\eta_4,\eta_5\), and the in-plane \(u_x,u_y\) to \(\eta_1,\eta_2,\eta_3,\eta_6\). A coupling of \(u_z\) to \((\eta_5,\eta_4)\), or of \((u_x,u_y)\) to \(\eta_3\) or \(\eta_1+\eta_2\), would need an in-plane vector invariant under the threefold axis, and none exists. Under that rotation \(u_x+iu_y\) acquires \(\omega=e^{2\pi i/3}\) and \(\eta_1-\eta_2+i\eta_6\) acquires \(\omega^2\), so their product is invariant. Its imaginary part is even under \(x\to-x\) and its real part is odd. The coupling is therefore \(\xi[u_y(\eta_1-\eta_2)+u_x\eta_6]\). Minimizing it with \(\tfrac12k_{xy}(u_x^2+u_y^2)\) gives \(-(\xi^2/2k_{xy})[(\eta_1-\eta_2)^2+\eta_6^2]\), and for \(\Delta C=C^B-C^{\rm rel}\),
\[
\Delta C_{11}=\Delta C_{66}=-\Delta C_{12}=\frac{\xi^2}{k_{xy}V},\qquad\Delta C_{13}=\Delta C_{33}=\Delta C_{44}=0.\tag{6}
\]

## Where the limit fails

Suppose several minima \(\alpha\) carry probabilities \(p_\alpha\). Splitting each \(W\) into its basin mean \(\bar W^\alpha\) and the deviation from it gives
\[
\mathrm{Cov}(W,W)=\sum_\alpha p_\alpha\mathrm{Cov}_\alpha(W,W)+\mathrm{Cov}_p(\bar W,\bar W),
\]
since the cross terms average to zero within each basin. The first part is \(O(kT)\) and yields the relaxation correction. A minimum higher by \(\Delta E\) enters the second part with weight \(\beta e^{-\beta\Delta E}\to0\). Minima of equal energy keep finite \(p_\alpha\), and if their virials differ the fluctuation term grows as \(\mathrm{Cov}_p(W^\alpha,W^\alpha)/VkT\). This is the response of a system that repopulates its minima under strain, and (1) assumes the time to do so. If the virials are equal the second part does not diverge, and for minima related by inversion, or by a permutation of identical atoms, \(W\) and \(\Xi^TH^+\Xi\) are the same in every basin and (2) is recovered. A mode with \(\lambda_\nu\to0\) and \(e_\nu^T\Xi\neq0\) makes (4) itself diverge as \(1/\lambda_\nu\).

## Worked example: hcp

The model is a second-moment potential with round parameters, representing no particular metal: \(\Phi=-\sqrt\rho\), \(v=E_re^{-\lambda(x-1)}f_c\), \(g=E_b^2e^{-2\mu(x-1)}f_c\), \(x=r/r_0\), and \(f_c=\exp[\gamma/(x-x_c)+\gamma/(x_c-1)]\) for \(x<x_c\), zero beyond. Here \(E_r=0.10\) eV, \(E_b=1.20\) eV, \(\lambda=10\), \(\mu=2.5\), \(x_c=1.6\), \(\gamma=0.3\), \(r_0=3.0\) Å. Digits are kept to let the arithmetic be followed; 1 eV/Å\(^3\) = 160.2177 GPa and \(k=8.6173\times10^{-5}\) eV/K.

Solving \(W_1=W_3=0\) gives \(a=3.0074\) Å, \(c=4.9111\) Å, \(V=38.468\) Å\(^3\) for two atoms. Finite differences of the analytic forces and virial give \(k_{xy}=1.0452\) and \(k_z=4.9774\) eV/Å\(^2\) and \(\xi=-1.5990\) eV/Å. Then
\[
\frac{\xi^2}{k_{xy}V}=\frac{2.5568}{1.0452\times38.468}=0.06359\ \text{eV/Å}^3=10.19\ \text{GPa}.
\]
The Born sums give \(C_{11}=149.67\), \(C_{12}=74.05\), \(C_{66}=37.81\) GPa. By (6) the relaxed values are \(149.67-10.19=139.48\), \(74.05+10.19=84.24\) and \(37.81-10.19=27.62\) GPa, while \(C_{13}=62.48\), \(C_{33}=161.24\), \(C_{44}=26.25\) GPa keep their Born values. Relaxation removes 7% of the Born \(C_{11}\) and 27% of the Born \(C_{66}\). A potential fitted through its Born term to relaxed hcp targets would carry a correction of this kind as a misfit in \(C_{11}\), \(C_{12}\) and \(C_{66}\).

In the two-atom cell the configurational integral is three-dimensional. At low temperature it was done by the trapezoidal rule on a Cartesian grid covering one basin. The fluctuation terms, in GPa, are:

| \(T\) (K) | 11 | 66 | 33 |
|---|---|---|---|
| 2 | 10.205 | 10.200 | 0.103 |
| 4 | 10.222 | 10.211 | 0.207 |
| 8 | 10.256 | 10.233 | 0.414 |
| 16 | 10.324 | 10.278 | 0.828 |

The cubic through the four points reaches 10.188, 10.188 and 0.000 at \(T=0\), and the 11 entry departs from 10.188 by 0.017, 0.034, 0.068 and 0.136, linearly in \(T\) as in (2). For the 33 entry, \(M_3\) is diagonal by the symmetries above, with elements \(-10.830,-10.830,-42.543\) eV/Å\(^2\) from second differences of \(W_3\). The trace in (5) is
\[
2\Big(\frac{10.830}{1.0452}\Big)^2+\Big(\frac{42.543}{4.9774}\Big)^2=214.7+73.1=287.8,
\]
and the slope is \(8.6173\times10^{-5}\times287.8/(2\times38.468)=3.224\times10^{-4}\) eV Å\(^{-3}\)K\(^{-1}\), or 0.05165 GPa/K. At 16 K this is 0.826 GPa against 0.828 GPa in the table.

At 300 and 600 K the grid spans the whole cell, which holds two minima related by inversion, and \(N=2\). The cell is held at its \(T=0\) shape. At 300 K, \(NkT/V=2\times8.6173\times10^{-5}\times300/38.468\) eV/Å\(^3\), or 0.215 GPa. In GPa:

| | 11 | 33 | 66 |
|---|---|---|---|
| 300 K Born | 148.77 | 174.58 | 37.68 |
| fluctuation | 13.45 | 17.39 | 12.64 |
| kinetic | 0.43 | 0.43 | 0.22 |
| total | 135.75 | 157.62 | 25.25 |
| 600 K Born | 148.08 | 187.26 | 37.61 |
| fluctuation | 14.08 | 26.59 | 12.78 |
| kinetic | 0.86 | 0.86 | 0.43 |
| total | 134.86 | 161.53 | 25.25 |

Absence of relaxation does not make the fluctuation term negligible. From 0 to 300 K the Born part of \(C_{33}\) rises by 13.34 GPa, yet the total falls by 3.62 GPa. The total is not monotonic: \(C_{33}\) returns to 161.53 GPa at 600 K, and \(C_{66}\) is the same at both temperatures to 0.01 GPa. The linear law (5) gives 15.5 and 31.0 GPa, below the computed 33 fluctuation at 300 K and above it at 600 K. The terms beyond (5) therefore matter at both temperatures. These values belong to a cell with three vibrational modes and are not bulk constants.

At 600 K the stress is \(\sigma_1=\sigma_2=-1.006\) and \(\sigma_3=-3.654\) GPa, with \(C_{13}=59.150\) and \(C_{44}=25.185\) GPa. Equation (3) gives \(B_{13}=59.150+1.006=60.156\), \(B_{31}=59.150+3.654=62.804\) and \(B_{44}=25.185-2.330\approx22.85\) GPa, the last 9% below \(C_{44}\).

## A random alloy and a degenerate cell

Place 16 A and 16 B atoms at random on a 32-site fcc cell with \(a=4.40\) Å, with \(r_0=3.0\), 3.1 and 3.2 Å for AA, AB and BB and the other parameters unchanged. Minimizing \(U\) at fixed cell shifts the atoms by 0.051 Å rms and leaves a pressure of 0.18 GPa. The random occupation removes the inversion symmetry of the sites. Averaged over the three cubic axes, (4) reads \(C_{11}=103.31-1.66=101.65\), \(C_{12}=77.30+0.57=77.87\) and \(C_{44}=44.70-1.22\approx43.47\) GPa, so \(C_{44}\) loses 2.7% of its Born value. The numbers refer to one configuration, and the supercell argument covers only periodic repeats of this cell, not larger cells with independent random occupation.

For the failing case, take two A atoms in a cubic cell of side 4.2 Å, \(V=74.09\) Å\(^3\). With one atom at the corner, the three face centres have equal energy and lie below every point of a grid over the cell. Both atoms then sit at inversion centres, so \(\Xi=0\) in each basin. The virial difference \(W_1-W_2\) is \(-2.0938\), \(+2.0938\) and 0 eV at the three sites, with variance \(\tfrac23(2.0938)^2=2.923\) eV\(^2\). Trapezoidal quadrature over the cell gives the fluctuation combination \(11+22-2\cdot12\) as 684, 442 and 322 GPa at 100, 150 and 200 K. It grows on cooling. The parabola through \(VkT\) times these values reaches 2.915 eV\(^2\) at \(T=0\), 0.3% below the site variance. At 100 K the leading term alone is \(2.923/(74.09\times8.617\times10^{-3})=4.58\) eV/Å\(^3\), about 733 GPa, 7% above the quadrature value.
